**Critical thickness: Lambert W and safeguarded Newton iteration**

The program solves $h=p[\ln(h/b)+1]$, where $h$ is the film thickness, $b$ the Burgers vector length and $p$ a length inversely proportional to the misfit $f$. The physical root is $h_c=-pW_{-1}(-b/(ep))$, which exists for $p\ge b$. The program asserts that this root agrees with the onset of dislocations found from the energy slope, with bracketed root finding and with Newton iteration. It also asserts the elastic prefactors, the root count on either side of the threshold, the Newton bracket on a grid of cases, and the outcomes of sampled unsafeguarded starts. For $b=0.4$ nm, Poisson ratio 0.3, 60° dislocations and $f=0.01$, the output gives $p=2.265$ nm and $h_c=9.42$ nm. The largest misfit with a solution is 0.0566 for these parameters and a core constant of 1. Very close to that threshold, Newton iteration with an accurate $\ln(1+y)$, where $y=h/p-1$, keeps more digits than a Lambert function with a rounded argument.

## Check in Python

```python
"""
Equilibrium critical thickness of a strained film.
Result under test: the physical root of h = p*(ln(h/b) + 1) is
    h_c = -p * W_{-1}(-b/(e*p)),  which exists exactly when p >= b,
and a Newton iteration kept inside a proven bracket finds the same root.
Symbols: h film thickness, b Burgers vector length, f misfit, nu Poisson ratio,
mu shear modulus, beta angle between Burgers vector and dislocation line,
b_par in-plane edge component, p length set by the misfit,
ratio = p/b, u = ln(p/b), y = h/p - 1, t = h/b.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw

EPS = np.finfo(float).eps
NM = 1e-9


def gap(t, ratio, core=1.0):
    """Left side minus right side of the thickness equation, in units of b."""
    return t - ratio * (np.log(t) + core)


def newton_step(y, u):
    return y - (y - np.log1p(y) - u) * (1 + y) / y


def safeguarded_newton(u, lo, hi, start):
    """Return y, list of iterates, number of midpoint replacements."""
    midpoints = 0
    y = start
    if not lo < y <= hi:
        y = 0.5 * (lo + hi)
        midpoints += 1
    trace = [y]
    for _ in range(200):
        if y - np.log1p(y) - u > 0:
            hi = y
        else:
            lo = y
        new = newton_step(y, u)
        if not lo <= new <= hi:
            new = 0.5 * (lo + hi)
            midpoints += 1
        trace.append(new)
        if abs(new - y) <= 8 * EPS * (1 + y):
            return new, trace, midpoints
        y = new
    raise RuntimeError("no convergence")


def solve_newton(u):
    s = np.sqrt(2 * u)
    return safeguarded_newton(u, s, s + u, s + u)


def thickness_w(ratio, core=1.0):
    """Critical thickness in units of b from the lower Lambert branch."""
    w = lambertw(-np.exp(-core) / ratio, -1)
    assert abs(w.imag) < 1e-12
    return -ratio * w.real


# ---------------------------------------------------------------- parameters
b = 0.4 * NM
nu = 0.3
mu = 50e9
f = 0.01
beta = np.pi / 3
b_par = b / 2


def length_p(misfit):
    return b**2 * (1 - nu * np.cos(beta)**2) / (
        8 * np.pi * (1 + nu) * misfit * b_par)


p = length_p(f)
ratio = p / b
u = np.log(ratio)
t_c = thickness_w(ratio)
h_c = t_c * b
f_max = b * (1 - nu * np.cos(beta)**2) / (8 * np.pi * (1 + nu) * b_par)

# ------------------------------------- elastic energies from their definitions
lame = 2 * mu * nu / (1 - 2 * nu)


def density_per_mu(e_zz):
    """Energy density / mu at unit equibiaxial strain and normal strain e_zz."""
    return 0.5 * lame / mu * (2 + e_zz)**2 + 2 + e_zz**2


M = mu * minimize_scalar(density_per_mu).fun
assert abs(M / (2 * mu * (1 + nu) / (1 - nu)) - 1) < 1e-10

b_edge, b_screw = b * np.sin(beta), b * np.cos(beta)
young = 2 * mu * (1 + nu)


def angular_energy(theta):
    """r^2 times energy density of the dislocation fields, over mu*b^2."""
    d = mu * b_edge / (2 * np.pi * (1 - nu))
    s_rr = s_tt = -d * np.sin(theta)
    s_rt = d * np.cos(theta)
    s_zz = nu * (s_rr + s_tt)
    s_tz = mu * b_screw / (2 * np.pi)
    normal = (s_rr**2 + s_tt**2 + s_zz**2
              - 2 * nu * (s_rr * s_tt + s_tt * s_zz + s_zz * s_rr))
    total = normal / (2 * young) + (s_rt**2 + s_tz**2) / (2 * mu)
    return total / (mu * b**2)


K = mu * b**2 * quad(angular_energy, 0, 2 * np.pi)[0]
K_formula = mu * b**2 * (1 - nu * np.cos(beta)**2) / (4 * np.pi * (1 - nu))
assert abs(K / K_formula - 1) < 1e-10


def film_energy(relaxed, t):
    """Energy per area; relaxed = fraction of the misfit taken by dislocations."""
    h = t * b
    line_density = relaxed * f / b_par
    return (M * h * (f * (1 - relaxed))**2
            + 2 * line_density * K * (np.log(t) + 1))


# Onset of dislocations from the energy slope at zero density
onset = brentq(lambda t: film_energy(0.01, t) - film_energy(-0.01, t),
               ratio, 100 * ratio, xtol=1e-12)
assert abs(onset / t_c - 1) < 1e-9
fractions = np.linspace(0, 1, 1001)
assert np.argmin(film_energy(fractions, 0.98 * t_c)) == 0
assert np.argmin(film_energy(fractions, 1.02 * t_c)) > 0

# Residual strain at twice the critical thickness
best = minimize_scalar(lambda r: film_energy(r, 2 * t_c), bounds=(0, 1),
                       method="bounded", options={"xatol": 1e-10}).x
strain_2hc = f * ratio * (np.log(2 * t_c) + 1) / (2 * t_c)
assert abs(f * (1 - best) / strain_2hc - 1) < 1e-6

# ------------------------------------------------ existence and root selection
grid = np.linspace(0.2, 5, 4001)
assert np.all(gap(grid, 0.99) > 0)
assert np.count_nonzero(np.diff(np.sign(gap(grid, 1.01)))) == 2
low = minimize_scalar(lambda t: gap(t, ratio), bounds=(0.1, 50),
                      method="bounded", options={"xatol": 1e-9})
assert abs(low.x / ratio - 1) < 1e-5
assert abs(low.fun + ratio * u) < 1e-9
t_low = -ratio * lambertw(-1 / (np.e * ratio), 0).real
assert abs(t_low - brentq(gap, 1 / np.e, 1, args=(ratio,), xtol=1e-14)) < 1e-11
assert 1 / np.e < t_low < 1 < ratio < t_c
assert abs(length_p(f_max) / b - 1) < 1e-12
f_none = 0.06
ratio_none = length_p(f_none) / b
w_none = lambertw(-1 / (np.e * ratio_none), -1)
assert ratio_none < 1 and abs(w_none.imag) > 0.01
assert np.all(gap(grid, ratio_none) > 0)

# ---------------------------------------------------- core constant, sensitivity
core_results = []
for core in (0.5, 1.0, 1.5):
    t_core = thickness_w(ratio, core)
    direct = brentq(gap, ratio, 100 * ratio, args=(ratio, core), xtol=1e-12)
    assert abs(t_core / direct - 1) < 1e-10
    core_results.append((core, t_core * b / NM, np.exp(1 - core)))

d = 1e-4
roots = [brentq(gap, r, 100 * r, args=(r,), xtol=1e-13)
         for r in (length_p(f * np.exp(d)) / b, length_p(f * np.exp(-d)) / b)]
slope_numeric = np.log(roots[0] / roots[1]) / (2 * d)
slope = -h_c / (h_c - p)
assert abs(slope_numeric - slope) < 1e-6

# ------------------------------------------------ bracket and Newton properties
max_iterations = 0
for uu in np.logspace(-4, np.log10(50), 60):
    s = np.sqrt(2 * uu)
    y_root, trace_u, mids = solve_newton(uu)
    y_ref = brentq(lambda y: y - np.log1p(y) - uu, 0.5 * s, 2 * (s + uu),
                   xtol=1e-14)
    assert abs(y_root - y_ref) < 1e-11 * (1 + y_ref)
    assert s < y_ref < s + uu
    starts = np.linspace(s, s + uu, 101)
    images = newton_step(starts, uu)
    slack = 1e-12 * (1 + s + uu)
    assert np.all(images >= s - slack) and np.all(images <= s + uu + slack)
    max_iterations = max(max_iterations, len(trace_u) - 1)
assert max_iterations <= 12

y_c, trace, mids_tight = solve_newton(u)
assert abs(ratio * (1 + y_c) / t_c - 1) < 1e-12
assert mids_tight == 0
assert all(trace[i + 1] <= trace[i] + 8 * EPS * (1 + trace[i])
           for i in range(len(trace) - 1))
crude_hi = np.sqrt(2 * u) + u
y_crude, trace_crude, mids_crude = safeguarded_newton(u, 0.0, crude_hi, 1e-3)
assert mids_crude > 0 and abs(y_crude - y_c) < 1e-12
y_from_b, _, mids_b = safeguarded_newton(u, np.sqrt(2 * u), crude_hi,
                                         1 / ratio - 1)
assert mids_b > 0 and abs(y_from_b - y_c) < 1e-12

# Quadratic error law, followed with many digits
mp.mp.dps = 80
r_mp = mp.mpf(ratio)
root_mp = mp.findroot(lambda t: t - r_mp * (mp.log(t) + 1), mp.mpf(t_c))
t_mp = r_mp * (1 + mp.mpf(trace[0]))
for _ in range(5):
    old_error = t_mp - root_mp
    t_mp = t_mp - (t_mp - r_mp * (mp.log(t_mp) + 1)) / (1 - r_mp / t_mp)
    error_factor = float((t_mp - root_mp) / old_error**2)
factor_formula = ratio / (2 * t_c * (t_c - ratio))
assert abs(error_factor / factor_formula - 1) < 1e-6


# ------------------------------------------------ Newton without any safeguard
def plain_step(t):
    return t - gap(t, ratio) / (1 - ratio / t)


def plain_newton(t):
    for _ in range(60):
        t = plain_step(t)
    return t


for start in (0.05, 0.5, 0.99):
    assert abs(plain_newton(start) - t_low) < 1e-10
assert abs(plain_step(1.0)) < 1e-12
for start in np.linspace(1.01, 0.999 * ratio, 50):
    assert plain_step(start) < 0
for start in (1.001 * ratio, 6.0, 100.0):
    assert abs(plain_newton(start) / t_c - 1) < 1e-11

# ------------------------------------------- loss of digits close to threshold
mp.mp.dps = 50
error_w, error_newton = 0.0, 0.0
for k in range(1, 21):
    delta = k * 1e-10
    exact_u = mp.log(1 + mp.mpf(delta))
    y_exact = -mp.re(mp.lambertw(-mp.exp(-1) / (1 + mp.mpf(delta)), -1)) - 1
    assert abs(y_exact - mp.log(1 + y_exact) - exact_u) < mp.mpf(10)**(-35)
    z_rounded = -1 / (np.e * (1 + delta))
    y_w = -mp.re(mp.lambertw(mp.mpf(z_rounded), -1)) - 1
    y_n = solve_newton(np.log1p(delta))[0]
    error_w = max(error_w, float(abs(y_w / y_exact - 1)))
    error_newton = max(error_newton, float(abs(mp.mpf(y_n) / y_exact - 1)))
assert error_newton < 1e-9
assert error_w > 100 * error_newton

# ------------------------------------------------------------------- misfit table
table = []
for misfit in (0.005, 0.01, 0.02, 0.04, 0.055):
    r = length_p(misfit) / b
    t_w = thickness_w(r)
    y_n, tr, _ = solve_newton(np.log(r))
    t_b = brentq(gap, r, 100 * r, args=(r,), xtol=1e-13)
    assert abs(t_w / t_b - 1) < 1e-10
    assert abs(r * (1 + y_n) / t_b - 1) < 1e-10
    table.append((misfit, r, t_w * b / NM, len(tr) - 1))

# ------------------------------------------------------------------------ output
print(f"Burgers vector b = {b/NM:.3f} nm, in-plane part = {b_par/NM:.3f} nm")
print(f"Poisson ratio = {nu:.2f}, shear modulus = {mu/1e9:.1f} GPa")
print(f"misfit f = {f:.4f}, angle beta = {np.degrees(beta):.1f} deg")
print(f"biaxial modulus M = {M/1e9:.3f} GPa")
print(f"line energy prefactor K = {K:.5e} J/m")
print(f"p = {p/NM:.6f} nm, p/b = {ratio:.6f}, u = {u:.6f}")
print(f"argument of W = {-1/(np.e*ratio):.8f}")
print(f"W lower branch = {-t_c/ratio:.8f}, W upper branch = {-t_low/ratio:.8f}")
print(f"critical thickness h_c = {h_c/NM:.6f} nm = {h_c:.6e} m")
print(f"h_c/b = {t_c:.5f}")
print(f"rejected root = {t_low*b/NM:.6f} nm, b/e = {b/np.e/NM:.6f} nm")
print(f"onset from energy slope = {onset*b/NM:.6f} nm")
print(f"residual strain at 2 h_c = {strain_2hc:.6f}")
print(f"largest misfit with a solution = {f_max:.6f}")
print(f"misfit {f_none:.3f}: p/b = {ratio_none:.5f}, "
      f"W = {w_none.real:.5f} {w_none.imag:+.5f} i")
print(f"d ln h_c / d ln f: formula {slope:.6f}, numeric {slope_numeric:.6f}")
for core, thick, threshold in core_results:
    print(f"core constant {core:.1f}: h_c = {thick:.4f} nm, "
          f"threshold p/b = {threshold:.4f}")
print(f"bracket for h_c: {p*(1+np.sqrt(2*u))/NM:.6f} to "
      f"{p*(1+crude_hi)/NM:.6f} nm")
for n, y in enumerate(trace):
    print(f"Newton iterate {n}: h = {p*(1+y)/NM:.10f} nm")
print(f"midpoint steps, tight bracket = {mids_tight}")
print(f"crude bracket, start h = {p*1.001/NM:.6f} nm: "
      f"{mids_crude} midpoint steps, {len(trace_crude)-1} updates")
print(f"first unsafeguarded step there: h = {p*(1+newton_step(1e-3,u))/NM:.3f} nm")
print(f"error factor: formula {factor_formula*NM/b:.6f} 1/nm, "
      f"numeric {error_factor*NM/b:.6f} 1/nm")
for start in (0.5, 1.0, 3.0, 6.0):
    first = plain_step(start) * b / NM
    first = 0.0 if abs(first) < 1e-12 else first
    print(f"plain Newton from {start*b/NM:.2f} nm: first step to {first:.5f} nm")
print(f"most Newton updates for u from 1e-4 to 50 = {max_iterations}")
for misfit, r, thick, count in table:
    print(f"misfit {misfit:.3f}: p/b = {r:.5f}, h_c = {thick:.5f} nm, "
          f"{count} updates")
print("near threshold, (p-b)/b from 1e-10 to 2e-9, largest relative error of y:")
print(f"  rounded W argument {error_w:.1e}, Newton with log1p {error_newton:.1e}")
print("no test failed")
```

Running it gives:

```
Burgers vector b = 0.400 nm, in-plane part = 0.200 nm
Poisson ratio = 0.30, shear modulus = 50.0 GPa
misfit f = 0.0100, angle beta = 60.0 deg
biaxial modulus M = 185.714 GPa
line energy prefactor K = 8.41248e-10 J/m
p = 2.264897 nm, p/b = 5.662243, u = 1.733820
argument of W = -0.06497062
W lower branch = -4.15912480, W upper branch = -0.06965767
critical thickness h_c = 9.419990 nm = 9.419990e-09 m
h_c/b = 23.54998
rejected root = 0.157767 nm, b/e = 0.147152 nm
onset from energy slope = 9.419990 nm
residual strain at 2 h_c = 0.005833
largest misfit with a solution = 0.056622
misfit 0.060: p/b = 0.94371, W = -0.96132 -0.33931 i
d ln h_c / d ln f: formula -1.316543, numeric -1.316543
core constant 0.5: h_c = 7.8846 nm, threshold p/b = 1.6487
core constant 1.0: h_c = 9.4200 nm, threshold p/b = 1.0000
core constant 1.5: h_c = 10.8785 nm, threshold p/b = 0.6065
bracket for h_c: 6.482499 to 10.409423 nm
Newton iterate 0: h = 10.4094230866 nm
Newton iterate 1: h = 9.4339597009 nm
Newton iterate 2: h = 9.4199936655 nm
Newton iterate 3: h = 9.4199903948 nm
Newton iterate 4: h = 9.4199903948 nm
Newton iterate 5: h = 9.4199903948 nm
midpoint steps, tight bracket = 0
crude bracket, start h = 2.267162 nm: 1 midpoint steps, 6 updates
first unsafeguarded step there: h = 3933.117 nm
error factor: formula 0.016802 1/nm, numeric 0.016802 1/nm
plain Newton from 0.20 nm: first step to 0.15206 nm
plain Newton from 0.40 nm: first step to 0.00000 nm
plain Newton from 1.20 nm: first step to -2.80393 nm
plain Newton from 2.40 nm: first step to 72.09005 nm
most Newton updates for u from 1e-4 to 50 = 5
misfit 0.005: p/b = 11.32449, h_c = 22.85488 nm, 5 updates
misfit 0.010: p/b = 5.66224, h_c = 9.41999 nm, 5 updates
misfit 0.020: p/b = 2.83112, h_c = 3.63013 nm, 5 updates
misfit 0.040: p/b = 1.41556, h_c = 1.17763 nm, 5 updates
misfit 0.055: p/b = 1.02950, h_c = 0.51923 nm, 4 updates
near threshold, (p-b)/b from 1e-10 to 2e-9, largest relative error of y:
  rounded W argument 2.2e-07, Newton with log1p 2.8e-12
no test failed
```
